# Degenerate Brooks-Herring mobility with singly and doubly charged donors

## Problem

A heavily doped oxide semiconductor holds $n=10^{20}$ conduction electrons per cm³ in a parabolic, isotropic band of mass $m=0.3\,m_e$. Its static dielectric constant is 9. All the electrons come from donors that are fully ionized, uncompensated and placed at random. In one sample each donor has charge $+e$. In a second sample each has charge $+2e$, and the electron density is the same.

Find both mobilities at zero temperature in the Brooks-Herring model, where ionized donors are the only scatterers, their potential is linearly screened, and scattering is treated in the first Born approximation. Then judge how far the ratio of the two can be trusted.

Below, $Ze$ is the donor charge, $N_i$ the donor density, $\epsilon=9\epsilon_0$, and $k$ the Fermi wavevector. The effective Bohr radius is

$$a=\frac{4\pi\epsilon\hbar^2}{me^2}=1.5875\ \text{nm}.$$

Neutrality requires $ZN_i=n$, so the second sample has half as many donors.

## First estimate by scaling

A donor deflects an electron strongly within a distance $b$ at which the Coulomb energy is comparable to $mv^2=\hbar^2k^2/m$. Since $e^2/(4\pi\epsilon)=\hbar^2/(ma)$,

$$\frac{Z\hbar^2}{mab}=\frac{\hbar^2k^2}{m}\quad\Rightarrow\quad b=\frac{Z}{k^2a}.$$

Take $\pi b^2$ as the cross-section. The relaxation rate is then $1/\tau=N_iv\pi b^2$ with $v=\hbar k/m$, and

$$\mu_{\rm est}=\frac{e\tau}{m}=\frac{e}{N_i\hbar k\,\pi b^2}=\frac{e\,k^3a^2}{\pi\hbar N_iZ^2}.$$

Two spin states per wavevector fill a sphere of radius $k$, so

$$n=\frac{2}{(2\pi)^3}\,\frac{4\pi k^3}{3}=\frac{k^3}{3\pi^2}.$$

With $k^3=3\pi^2n$ and $N_i=n/Z$,

$$\mu_{\rm est}=\frac{3\pi}{Z}\,\frac{ea^2}{\hbar}\approx\frac{361}{Z}\ \text{cm}^2/\text{Vs}.$$

The estimate gives 361 and 180 cm²/Vs. Each doubly charged donor scatters four times as strongly, but there are half as many, so the mobility halves. The prefactor is uncertain, because screening and the angular distribution of the scattering have been ignored.

## Exact solution of the model

**Screening.** Let $U(r)$ be the potential energy of an electron near a donor. Where $U$ varies slowly and is small, the electron density changes by $\delta n=-gU$, with $g=dn/dE_F$. The electrostatic potential is $-U/e$, so Poisson's equation reads

$$\nabla^2U=\frac{e}{\epsilon}\left[Ze\,\delta(\mathbf r)-e\,\delta n\right]=\frac{Ze^2}{\epsilon}\delta(\mathbf r)+k_s^2U,\qquad k_s^2=\frac{e^2g}{\epsilon}.$$

In Fourier space $\nabla^2$ becomes $-q^2$, and therefore

$$U(q)=-\frac{Ze^2}{\epsilon(q^2+k_s^2)}.$$

From $dn/dk=k^2/\pi^2$ and $dE/dk=\hbar^2k/m$ one gets $g=mk/(\pi^2\hbar^2)$. Since $me^2/(\epsilon\hbar^2)=4\pi/a$,

$$k_s^2=\frac{4k}{\pi a},\qquad \xi\equiv\frac{4k^2}{k_s^2}=\pi ka.$$

The screening length depends on the electron density and not on $Z$. This is why holding $n$ fixed matters.

**Relaxation rate.** For donors that scatter independently, the rates add. Scattering through an angle $\theta$ removes a fraction $1-\cos\theta$ of the forward momentum. Spin is conserved, so the density of final states is $g/2$:

$$\frac1\tau=\frac{2\pi}{\hbar}N_i\,\frac g2\;\frac12\int_{-1}^{1}|U(q)|^2(1-\cos\theta)\,d(\cos\theta).$$

Put $u=1-\cos\theta$. For elastic scattering $q^2=2k^2u$, and $k_s^2=4k^2/\xi$, so $q^2+k_s^2=2k^2(u+\beta)$ with $\beta=2/\xi$. The angular average becomes

$$\frac{Z^2e^4}{8\epsilon^2k^4}\,F,\qquad F=\int_0^2\frac{u\,du}{(u+\beta)^2}.$$

Writing the numerator as $(u+\beta)-\beta$ gives

$$F=\ln\frac{2+\beta}{\beta}+\frac{\beta}{2+\beta}-1=\ln(1+\xi)-\frac{\xi}{1+\xi}.$$

The last step uses $1-\beta/(2+\beta)=2/(2+\beta)=\xi/(1+\xi)$. Inserting $g$,

$$\frac1\tau=\frac{2\pi}{\hbar}N_i\,\frac{mk}{2\pi^2\hbar^2}\,\frac{Z^2e^4F}{8\epsilon^2k^4}=\frac{N_iZ^2e^4mF}{8\pi\hbar^3\epsilon^2k^3}.$$

**Mobility.** A field shifts the Fermi sphere rigidly, with drift speed $e\tau/m$ per unit field. Using $k^3=3\pi^2n$ and $24\pi^3\hbar^3=3h^3$,

$$\mu=\frac{e\tau}{m}=\frac{3h^3\epsilon^2}{m^2e^3F}\,\frac{n}{N_iZ^2}=\frac{3h^3\epsilon^2}{m^2e^3F}\,\frac1Z.$$

**Numbers.** The Fermi wavevector is $k=1.4360$ nm⁻¹, so

$$\xi=\pi(1.4360)(1.5875)=7.162,\qquad F=\ln 8.162-\frac{7.162}{8.162}=1.222.$$

The prefactor $3h^3\epsilon^2/(m^2e^3)$ is 180.4 cm²/Vs. Hence

$$\mu_1=\frac{180.4}{1.222}\approx148\ \text{cm}^2/\text{Vs},\qquad \mu_2=\frac{\mu_1}{2}\approx74\ \text{cm}^2/\text{Vs},$$

or about 0.0148 and 0.0074 m²/Vs. The transport mean free paths are 14.0 and 7.0 nm, which make $k$ times the path 20 and 10. Whether wavevectors are well defined depends instead on the total scattering rate, without the weight $1-\cos\theta$. Dropping that weight replaces $F$ by $\int_0^2du/(u+\beta)^2=\xi^2/[2(1+\xi)]=3.14$, and $k$ times the path becomes 7.8 and 3.9. These are Born values; exact phase shifts for the same potential give 6.7 and 3.7. Both still exceed one, though for $Z=2$ the margin is modest.

## Comparison of the two

In terms of $a$, the exact prefactor is $(3\pi/2)\,ea^2/\hbar$, half that of the estimate. Therefore

$$\frac{\mu_{\rm est}}{\mu}=2F=2.44.$$

The estimate has the right dependence on $Z$ but is too high by this factor. Equivalently, the model's transport cross-section is $2F\,\pi b^2$ rather than $\pi b^2$. The function $F$ holds what scaling could not supply: the angular weighting and the cutoff by screening.

The factor $1/Z$ does not depend on the value of $F$. For $\xi\gg1$, $F\to\ln\xi-1$. For $\xi\ll1$, expansion gives $F\to\xi^2/2$, and the mobility tends formally to $3e/(\pi\hbar Zk^2)$, though the Born approximation is then unreliable. In both limits the model's ratio at fixed $n$ is one half.

The physical reason is coherence. Two unit charges far apart scatter independently and their rates add, giving 2 units. On one site their Born amplitudes add, giving $2^2=4$. It follows that closely paired single donors would also scatter more than the random arrangement assumed here.

**Partial replacement.** Still within the Born model, let doubly charged donors supply a fraction $y$ of the electrons. Their density is $yn/2$, that of the single donors is $(1-y)n$, and

$$\sum N_iZ^2=(1-y)n+4\,\frac{yn}{2}=(1+y)n,\qquad \mu=\frac{\mu_1}{1+y}.$$

**Equal donor density.** If each single donor is instead exchanged for a double one, $n$ doubles. The factor $n/(N_iZ^2)$ is again $2/4$, but $\xi$ grows as $n^{1/3}$ and $F$ grows with it. The mobility falls to 64 cm²/Vs, which is 0.435 of $\mu_1$. The exact half therefore belongs to the comparison at fixed electron density.

## How far the ratio can be trusted

**Born approximation.** The ratio of Coulomb to kinetic scales, $Z/(ka)$, is 0.44 for $Z=1$ and 0.88 for $Z=2$, so neither case is safely weak. Solving the radial Schrödinger equation for the same screened potential gives phase shifts $\delta_l$ and the transport cross-section

$$\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).$$

The mobilities become 114 and 55 cm²/Vs, which are 23% and 25% below their Born values. The ratio is 0.485.

The phase shifts also measure the screening charge, $(2/\pi)\sum_l(2l+1)\delta_l$, which should equal $Z$ by the Friedel sum rule. The linearly screened potential gives 1.07 and 2.28. Shortening the screening length until the rule holds yields 118 and 58 cm²/Vs, with ratio 0.492.

For this shape of potential the absolute mobilities change much more than their ratio. This near-cancellation is a numerical result for these parameters and for an exponentially screened potential, not a general law. The linearly screened double donor even has a bound state, 13 meV below the band edge, while the single donor has none. Linear screening is then doubtful for $Z=2$. Making the potential self-consistent with the electron density it induces gives 118 and 61 cm²/Vs, ratio 0.52, at the Hartree level, and 99 and 54 cm²/Vs, ratio 0.54, with local-density exchange and correlation. The ratio then lies above one half instead of below it. Across these treatments it spans about 0.49 to 0.54, so the half is good to roughly 10%, while the mobilities lie about 17 to 33% below their Born values.

**Screening and temperature.** Within the Born approximation, the wavevector-dependent (Lindhard) response of the electron gas gives 137 and 68 cm²/Vs. With Thomas-Fermi screening at 300 K, where $k_BT/E_F=0.099$, thermal averaging gives 152 and 76. Neither change affects the ratio, because $Z$ still enters through $N_iZ^2$ alone.

**Phonons.** Within the Born model, any added scattering that does not depend on $Z$ raises the ratio above one half. In a degenerate gas the rates add at the Fermi level. If that other scattering alone would give a mobility $\mu_p$, then

$$\frac{\mu_2^{\rm tot}}{\mu_1^{\rm tot}}=\frac{1/\mu_1+1/\mu_p}{2/\mu_1+1/\mu_p}=\frac{1+p}{2+p},\qquad p=\frac{\mu_1}{\mu_p}.$$

For polar optical phonons of energy $\hbar\omega$, the squared coupling, multiplied by the crystal volume, is

$$|M_q|^2=\frac{e^2\hbar\omega}{2\epsilon_0q^2}\left(\frac1{\epsilon_\infty}-\frac19\right).$$

It replaces $N_i|U|^2$ in the golden rule. Absorption and emission, with their Fermi factors integrated over energy, contribute a further factor $2x\,n_B(n_B+1)$, where $x=\hbar\omega/k_BT$ and $n_B=1/(e^x-1)$. This treats the scattering as nearly elastic, which requires $\hbar\omega\ll E_F$. For the values below, $\hbar\omega/E_F=0.19$.

With $\epsilon_\infty=4$, $\hbar\omega=50$ meV and 300 K, $\mu_p$ is 184 cm²/Vs without screening. It is 344 cm²/Vs if $M_q$ is reduced by the static factor $q^2/(q^2+k_s^2)$. The screened value gives $p=0.43$, total mobilities of 103 and 61 cm²/Vs, and a ratio of 0.59.

That factor takes $k_s$ from the static constant 9, although the phonon coupling already contains the lattice response. Screening by the electrons alone would use $\epsilon_\infty$, which makes $k_s^2$ larger by 9/4. Then $\mu_p$ is about 540 cm²/Vs, the totals are 116 and 65 cm²/Vs, and the ratio is 0.56. These totals combine the zero-temperature donor mobilities with nearly elastic phonon scattering. Solving the Boltzmann equation at 300 K with the inelastic steps kept raises $\mu_p$ by 3 to 6% and the screened totals by about 2%, and leaves the ratios at 0.59 and 0.56. The phonon figures therefore show the size of the effect, not a precise value.

## Beside real films

The parameters are rough values in the regime of degenerate indium-oxide transparent conductors. There a tin atom on an indium site can give one electron and an oxygen vacancy up to two. Mobilities of some tens of cm²/Vs are a rough guide for many such films, so 148 cm²/Vs is high for them, although the best indium-oxide films exceed 100 cm²/Vs near this density. Part of the excess comes from the Born approximation, since the phase shifts above give 99 to 118, depending on how the screening is treated. Another possible reason is that uncompensated donors are not the only scatterers. Screened phonons at 300 K lower the Born figure to between about 103 and 116 in the estimates above, depending on which dielectric constant enters the screening.

Compensation acts in the same direction. With singly charged donors and a density $N_A$ of singly charged acceptors, $n=N_i-N_A$, and the scattering charge sum is $N_i+N_A=n+2N_A$. At fixed $n$ the Born mobility is then $\mu_1/(1+2N_A/n)$, and acceptors at half the electron density halve it, just as double donors do. Beyond the Born approximation the repulsive acceptors scatter less than the attractive donors. Phase shifts for the linearly screened potential give a factor of 0.56 instead of 0.50, so somewhat more acceptors are needed to halve the mobility. A halved mobility therefore does not by itself identify the donor charge. Band tails, potential fluctuations of an amorphous network, grain boundaries and nonparabolicity are not included in any of these figures.

The numerical output below lists the main computed values.

## Values computed for the example and the checks

```
electron density: 1.0e+20 cm^-3
band mass: 0.3 m_e; static dielectric constant: 9.0
effective Bohr radius a: 1.5875 nm
Fermi wavevector kF: 1.4360 nm^-1
Fermi energy: 0.2619 eV; Fermi velocity: 5.541e+05 m/s
screening length 1/ks: 0.9318 nm
xi: 7.1616; F(xi): 1.2220
prefactor 3h^3eps^2/(m^2e^3): 180.43 cm2/Vs
Z=1: donor density 1.0e+20 cm^-3
Z=1: relaxation time 25.19 fs
Z=1: mean free path 13.96 nm, kF times path 20.0
Z=1: Brooks-Herring mobility 147.66 cm2/Vs = 0.014766 m2/Vs
Z=2: donor density 5.0e+19 cm^-3
Z=2: relaxation time 12.59 fs
Z=2: mean free path 6.98 nm, kF times path 10.0
Z=2: Brooks-Herring mobility 73.83 cm2/Vs = 0.007383 m2/Vs
mobility ratio Z=2 to Z=1: 0.5000
Z=2 at donor density 1e20 cm^-3 (n doubled): 64.23 cm2/Vs, ratio to Z=1 0.4350
phase-shift mobility, same potential, Z=1 and Z=2: 113.8, 55.2 cm2/Vs
its ratio: 0.485
Friedel charge of that potential, Z=1 and Z=2: 1.073, 2.277
Friedel-adjusted screening length, Z=1 and Z=2: 0.8983, 0.8694 nm
phase-shift mobility, Friedel-adjusted, Z=1 and Z=2: 118.3, 58.2 cm2/Vs
its ratio: 0.492
lowest s level in a large box (positive = unbound):
  Thomas-Fermi screening, Z=1 and Z=2: 0.3, -13.4 meV
  Friedel-adjusted, Z=2: -8.91 meV
Born mobility with Lindhard screening, Z=1 and Z=2: 136.9, 68.5 cm2/Vs
temperature: 300 K; kT/EF: 0.0987
Born mobility at that temperature, Z=1 and Z=2: 152.2, 76.1 cm2/Vs
phonon inputs: eps_inf 4.0, energy 50 meV
phonon-limited mobility, unscreened: 184 cm2/Vs
phonon-limited mobility, screened: 344 cm2/Vs
donors plus screened phonons, Z=1 and Z=2: 103.3, 60.8 cm2/Vs
its ratio: 0.588
```
